# Spin-Orbit Selection Rules for Diatomic Electronic States

## 1. Definitions and conventions

The nuclei of a diatomic molecule are fixed on the \(z\) axis. Without spin-orbit coupling, the electronic Hamiltonian \(H_0\) commutes with \(L_z\), \(S^2\) and \(S_z\). Its eigenstates are written \(|\Lambda S\Sigma\rangle\), with

\[
L_z\to\Lambda,\qquad S_z\to\Sigma,\qquad \Omega=\Lambda+\Sigma .
\]

All three projections carry signs. States with \(|\Lambda|=0,1,2\) are called Sigma, Pi and Delta. The projection \(\Sigma\) is a number and should not be confused with the name Sigma.

Two more labels are needed.

- **g or u**: the state is even or odd when all electron positions are inverted through the midpoint. This requires equal nuclear charges.
- **+ or −**: the eigenvalue \(\varepsilon=\pm1\) of the reflection \(y\to-y\) of all electron positions, with spins untouched. The reflection reverses \(L_z\), so a state of definite signed \(\Lambda\) can carry this label only if \(\Lambda=0\).

The algebra uses atomic units, and \(\alpha\) is the fine-structure constant. The question is which elements \(\langle\Lambda'S'\Sigma'|H_{so}|\Lambda S\Sigma\rangle\) of the spin-orbit operator can differ from zero. Spin-spin coupling and nuclear rotation are left out.

## 2. One electron

For one electron in the field of the nuclei,

\[
h=\mathbf A\cdot\mathbf s,\qquad
\mathbf A=\frac{\alpha^2}{2}\sum_A Z_A\frac{\mathbf r_A\times\mathbf p}{r_A^3},
\]

where \(\mathbf r_A\) points from nucleus \(A\) to the electron. With \(A_\pm=A_x\pm iA_y\) and \(s_\pm=s_x\pm is_y\),

\[
A_+s_-+A_-s_+=2(A_xs_x+A_ys_y),
\]

because the cross terms \(\mp iA_xs_y\) and \(\pm iA_ys_x\) cancel. Hence

\[
h=A_zs_z+\tfrac12(A_+s_-+A_-s_+). \tag{1}
\]

Next comes the effect of \(A_\pm\) on the orbital projection. From \(l_z=xp_y-yp_x\),

\[
[l_z,x]=iy,\qquad [l_z,y]=-ix,\qquad [l_z,z]=0,
\]

and \(\mathbf p\) obeys the same relations. So does \(\mathbf r_A\), since it differs from \(\mathbf r\) by a constant along \(z\). For two vectors \(\mathbf u,\mathbf v\) of this kind,

\[
\begin{aligned}
[l_z,u_yv_z-u_zv_y]&=-iu_xv_z+iu_zv_x=i(\mathbf u\times\mathbf v)_y,\\
[l_z,u_zv_x-u_xv_z]&=iu_zv_y-iu_yv_z=-i(\mathbf u\times\mathbf v)_x,\\
[l_z,u_xv_y-u_yv_x]&=iu_yv_y-iu_xv_x+iu_xv_x-iu_yv_y=0 .
\end{aligned}
\]

The distance \(r_A\) is unchanged by rotation about the axis, so \(1/r_A^3\) commutes with \(l_z\). Therefore

\[
[l_z,A_z]=0,\qquad [l_z,A_\pm]=iA_y\pm A_x=\pm A_\pm. \tag{2}
\]

\(A_z\) preserves the orbital projection and \(A_\pm\) changes it by \(\pm1\). In (1), a step up in the orbital part always comes with a step down in the spin.

**Limit: one centre.** If the nuclei merge, \(\mathbf A\) becomes \((\alpha^2/2)Z_{tot}\,\mathbf l/r^3\), and (2) reduces to \([l_z,l_\pm]=\pm l_\pm\), as it must.

**A single pi shell.** Let \(\pi_\pm\) have \(l_z=\pm1\). Going from \(\pi_-\) to \(\pi_+\) needs two units, so within the shell only \(A_z\) acts. Define

\[
a=\langle\pi_+|A_z|\pi_+\rangle .
\]

The reflection \(y\to-y\) exchanges \(\pi_+\) and \(\pi_-\) and reverses \(A_z\), whose numerator is \(x_Ap_y-y_Ap_x\). Thus \(\langle\pi_-|A_z|\pi_-\rangle=-a\). The energies are \(+a/2\) for \(|\Omega|=3/2\) and \(-a/2\) for \(|\Omega|=1/2\).

**Limit: separated centres.** The model used for numbers has two centres of charge 3 at 1.60 Å, each with one Gaussian p shell of exponent 1.80 Å\(^{-2}\). For one p function \(\langle r^{-3}\rangle=5.138\) Å\(^{-3}\). In these units \(\alpha^2/2\) becomes \(1.0736\times10^{-4}\) eV Å\(^3\), so an isolated centre gives

\[
a_{sep}=1.0736\times10^{-4}\times3\times5.138\ \text{eV}=1.655\times10^{-3}\ \text{eV}.
\]

The full bonding orbital \(\pi_u\) gives \(a=1.667\times10^{-3}\) eV. The closeness does not mean that the centres are separated. The overlap of the two p functions is \(e^{-1.80\times1.60^2/2}=0.100\), and normalization reduces the own-centre part to \(1.655/1.100=1.505\) (in \(10^{-3}\) eV). The remaining 0.16 comes from the other centre (0.07) and from cross terms (0.09), which together slightly more than make up the loss of 0.15.

## 3. Two electrons in the pi shell

Two determinants have \(\Lambda=0\) and \(\Sigma=0\):

\[
D_1=|\pi_+\alpha\;\pi_-\beta|,\qquad D_2=|\pi_+\beta\;\pi_-\alpha| ,
\]

where \(\alpha,\beta\) here denote spin up and spin down. Their one-electron spin-orbit energies are

\[
\begin{aligned}
\langle D_1|h_1+h_2|D_1\rangle&=a(\tfrac12)+(-a)(-\tfrac12)=a,\\
\langle D_2|h_1+h_2|D_2\rangle&=a(-\tfrac12)+(-a)(\tfrac12)=-a .
\end{aligned}
\]

\(D_1\) and \(D_2\) differ in two spin orbitals, so a sum of one-electron operators does not connect them. Writing out the determinants, with electron 1 first in each product,

\[
\begin{aligned}
\psi_T=\frac{D_1+D_2}{\sqrt2}&=\tfrac12(\pi_+\pi_--\pi_-\pi_+)(\alpha\beta+\beta\alpha),\\
\psi_S=\frac{D_1-D_2}{\sqrt2}&=\tfrac12(\pi_+\pi_-+\pi_-\pi_+)(\alpha\beta-\beta\alpha).
\end{aligned}
\]

Reflection exchanges \(\pi_+\) and \(\pi_-\). It reverses the orbital factor of \(\psi_T\) and leaves that of \(\psi_S\) alone. So \(\psi_T\) is the \(\Sigma=0\) component of \(^3\)Sigma\(^-\), and \(\psi_S\) is \(^1\)Sigma\(^+\). Then

\[
\langle\psi_T|h_1+h_2|\psi_S\rangle=\tfrac12[a-(-a)]=a,\qquad
\langle\psi_T|h_1+h_2|\psi_T\rangle=\tfrac12[a+(-a)]=0 .
\]

The minus state couples to the plus state and has no diagonal element. Evaluating the coupling from the explicit two-electron functions gives \(1.667\times10^{-3}\) eV, equal to \(a\).

**Second case: different pi shells, equal spins.** Take one electron in \(\pi_u\) and one in \(\pi_g\), with constants \(a_u\) and \(a_g\) and both spins up:

\[
D_3=|\pi_{u+}\alpha\;\pi_{g-}\alpha|,\qquad D_4=|\pi_{u-}\alpha\;\pi_{g+}\alpha| .
\]

Their energies are \(\pm(a_u-a_g)/2\). Reflection exchanges them, so \((D_3\pm D_4)/\sqrt2\) are \(^3\)Sigma\(^\pm_u\) with \(\Sigma=1\). By the same subtraction their coupling is \((a_u-a_g)/2\). Plus again meets minus, this time without a change of \(S\).

## 4. Any number of electrons: the axial rules

With \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\), the Breit-Pauli spin-orbit operator is

\[
H_{so}=\frac{\alpha^2}{2}\sum_{i,A}Z_A\frac{(\mathbf r_{iA}\times\mathbf p_i)\cdot\mathbf s_i}{r_{iA}^3}
-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot(\mathbf s_i+2\mathbf s_j)}{r_{ij}^3}.
\]

Collecting everything that multiplies \(\mathbf s_j\) gives \(H_{so}=\sum_j\mathbf A_j\cdot\mathbf s_j\), with

\[
\mathbf A_j=\frac{\alpha^2}{2}\Big[\sum_AZ_A\frac{\mathbf r_{jA}\times\mathbf p_j}{r_{jA}^3}
-\sum_{k\ne j}\frac{\mathbf r_{jk}\times\mathbf p_j}{r_{jk}^3}
-2\sum_{k\ne j}\frac{\mathbf r_{kj}\times\mathbf p_k}{r_{kj}^3}\Big].
\]

Every term is a cross product of two vectors divided by a distance that axial rotation leaves unchanged. The algebra of Section 2 therefore holds with the total \(L_z\):

\[
[L_z,A_{j,q}]=qA_{j,q},\qquad q=0,\pm1,
\]

where \(q=0\) denotes \(A_z\). In the term containing \(A_{j,q}\), the spin factor \(s_{j,-q}\) obeys \([S_z,s_{j,-q}]=-q\,s_{j,-q}\). Take the first commutator, multiplied by the spin factor, between two states. \(L_z\) acts to the left as \(\Lambda'\) and to the right as \(\Lambda\):

\[
(\Lambda'-\Lambda-q)\,\langle\Lambda'S'\Sigma'|A_{j,q}s_{j,-q}|\Lambda S\Sigma\rangle=0 .
\]

The second commutator likewise gives \((\Sigma'-\Sigma+q)\langle\cdots\rangle=0\). A nonzero element requires

\[
\boxed{\Delta\Lambda=-\Delta\Sigma=q\in\{0,\pm1\},\qquad \Delta\Omega=0.}
\]

The restriction to one unit is separate from the equality of \(\Omega\). A Delta component with \(\Lambda=2,\Sigma=-1\) and a Sigma component with \(\Lambda=0,\Sigma=1\) both have \(\Omega=1\), yet their element vanishes.

**Breaking the axis.** A charge at \(x_0\ne0\) has \(x_A=x-x_0\), so \([l_z,y_A]=-i(x_A+x_0)\), and its distance to the electron is no longer invariant. The derivation of \(\Delta\Lambda=q\) fails. Adding a unit charge at \(x=1.0\) Å, \(z=0.3\) Å to the spin-orbit operator, with the states kept fixed, produces elements up to \(2.8\times10^{-5}\) eV between states that violate only the equality of \(\Omega\). Pairs with equal \(\Omega\) and \(|\Delta\Sigma|=2\) remain uncoupled, because a single \(\mathbf s_j\) changes \(\Sigma\) by at most one wherever the charges are.

## 5. Inversion

Inversion of all electron positions reverses every \(\mathbf p_i\) and \(\mathbf r_{ij}\), so the electron-electron terms of \(\mathbf A_j\) are unchanged. It turns \(\mathbf r_{jA}\) into \(-\mathbf r_{jB}\), where \(B\) is the other nucleus. The nuclear term therefore returns with \(Z_A\) and \(Z_B\) exchanged. For equal charges \(\mathbf A_j\) is even, and its element between an even and an odd state equals minus itself:

\[
\boxed{g\leftrightarrow g,\qquad u\leftrightarrow u,\qquad g\not\leftrightarrow u\qquad(Z_A=Z_B).}
\]

**Limit: slightly different centres.** Neglect overlap and the field of the far nucleus. With \(\pi_{u,g}=(\pi_A\pm\pi_B)/\sqrt2\),

\[
\langle\pi_{u+}|A_z|\pi_{g+}\rangle\simeq\frac12\,\frac{\alpha^2}{2}(Z_A-Z_B)\langle r^{-3}\rangle ,
\]

which vanishes for equal charges. For charges 3 and 2 it is \(\tfrac12\times1.0736\times10^{-4}\times5.138=2.8\times10^{-4}\) eV. With these charges in the nuclear part of \(H_{so}\), and the states of the symmetric model retained, the largest element forbidden by parity alone is \(2.4\times10^{-4}\) eV. Only the magnitudes should be compared, since two-electron elements carry their own spin and mixing factors. In an actual heteronuclear molecule \(H_0\) also mixes g and u, and the labels disappear.

## 6. Reflection and the Sigma states

Let both states have \(\Lambda=0\). Then \(q=0\), and only \(\sum_jA_{j,z}s_{j,z}\) contributes. Under \(y\to-y\), each cross product \(u_xv_y-u_yv_x\) changes sign while the distances do not, so \(A_{j,z}\to-A_{j,z}\). Inserting the reflection on both sides of the operator gives

\[
\langle\varepsilon'|A_{j,z}s_{j,z}|\varepsilon\rangle=-\varepsilon'\varepsilon\,\langle\varepsilon'|A_{j,z}s_{j,z}|\varepsilon\rangle .
\]

The element survives only if \(\varepsilon'\varepsilon=-1\):

\[
\boxed{\text{Sigma}^+\leftrightarrow\text{Sigma}^-,\qquad \text{Sigma}^\pm\not\leftrightarrow\text{Sigma}^\pm.}
\]

This is a rule among Sigma states. A Sigma\(^+\) state may also couple to a Pi state through \(A_\pm\). In the model the largest such element is \(1.27\times10^{-3}\) eV, compared with \(1.84\times10^{-3}\) eV between Sigma\(^+\) and Sigma\(^-\).

## 7. What the spin adds

The operator \(\mathbf A_j\cdot\mathbf s_j\) leaves the spins of the other electrons alone. It therefore preserves their combined spin \(S_R\). Adding electron \(j\) gives total spin \(S_R\pm\tfrac12\) before and after, so

\[
|\Delta S|\le1 .
\]

A further zero occurs when \(\Sigma=\Sigma'=0\). Rotate all spins by \(\pi\) about \(y\), which reverses \(s_{j,z}\). The state \(|S,0\rangle\) acquires \((-1)^S\). This follows from the Legendre function \(P_S(\cos\theta)\), which has the same angular momentum labels and for which the rotation sends \(\cos\theta\to-\cos\theta\). Consequently

\[
\langle S',0|A_{j,z}s_{j,z}|S,0\rangle=-(-1)^{S+S'}\langle S',0|A_{j,z}s_{j,z}|S,0\rangle ,
\]

and \(S+S'\) must be odd. Together with \(|\Delta S|\le1\), this means that \(S\) changes by one. In particular, two singlets never couple directly.

**Check on Section 3.** The \(\pi^2\) coupling joins \(S=1\) and \(S=0\) at \(\Sigma=0\), as required. The coupling \((a_u-a_g)/2\) between two triplets appeared at \(\Sigma=1\). At \(\Sigma=0\) it must vanish.

**First-order pattern of a triplet Pi term.** The same rotation exchanges \(\Sigma=1\) and \(\Sigma=-1\), so their diagonal elements are opposite, and the \(\Sigma=0\) element is zero. For \(\Lambda=1\) the levels \(\Omega=2,1,0\) shift by \(A,0,-A\). The lowest \(^3\)Pi\(_u\) term of the model has \(A=6.5\times10^{-4}\) eV. A single \(\pi_u\) electron beside a sigma electron would give \(a/2=8.3\times10^{-4}\) eV. With only the one-electron part of \(H_{so}\), the same states give \(8.35\times10^{-4}\) eV, so configuration mixing hardly changes the one-electron part. The reduction comes from the electron-electron spin-orbit terms, which partly screen the nuclear ones. They are more sensitive to mixing: they lower \(A\) by \(1.8\times10^{-4}\) eV here, but would lower it by \(2.1\times10^{-4}\) eV in the pure configuration with one sigma\(_g\) and one \(\pi_u\) electron.

## 8. All rules at once, and a second-order effect

Two electrons in the model have 66 antisymmetric states, computed with their full repulsion within this small basis. Of the \(66\times65/2=2145\) distinct pairs, 154 satisfy every rule, and all 154 have a nonzero element. That is a property of this model: the rules state when an element must vanish, not that it is otherwise large. The largest forbidden element is \(3\times10^{-18}\) eV, which is rounding error beside the largest allowed one, \(1.84\times10^{-3}\) eV.

The rules explain how a \(^3\)Sigma\(^-_g\) term splits. Its diagonal elements vanish by reflection, so there is no first-order spin-orbit shift. In second order, level \(i\) moves by

\[
\delta E_i=\sum_j\frac{|\langle j|H_{so}|i\rangle|^2}{E_i-E_j}.
\]

The \(\Omega=0\) component can reach \(^1\)Sigma\(^+_g\) states. The \(|\Omega|=1\) components cannot, because a singlet Sigma state has \(\Omega=0\). The \(|\Omega|=1\) components, but not \(\Omega=0\), may instead reach \(^3\)Sigma\(^+_g\) states, as in the second case of Section 3; the model contains no such term. Both can reach \(^3\)Pi\(_g\) states, while \(^1\)Pi\(_g\), which has \(|\Omega|=1\), is reached only from the \(|\Omega|=1\) components.

For the lowest \(^3\)Sigma\(^-_g\) term, the nearest \(^1\)Sigma\(^+_g\) state lies 1.165 eV higher, with an element of \(1.693\times10^{-3}\) eV:

\[
-\frac{(1.693\times10^{-3})^2}{1.165}\ \text{eV}=-2.46\times10^{-6}\ \text{eV}.
\]

The other three \(^1\)Sigma\(^+_g\) states do not change this at the digits shown. The Pi states add \(+0.83\times10^{-6}\) eV for \(\Omega=0\) and \(+0.96\times10^{-6}\) eV for \(|\Omega|=1\). Only terms lying below give positive contributions, so the positive sign shows that they outweigh those above. For \(\Omega=0\) this is the \(^3\)Pi\(_g\) term 0.57 eV below. For \(|\Omega|=1\) the \(^1\)Pi\(_g\) term 0.31 eV below can also contribute. Thus

\[
\begin{aligned}
\delta E_{\Omega=0}&=(-2.46+0.83)\times10^{-6}=-1.63\times10^{-6}\ \text{eV},\\
\delta E_{|\Omega|=1}&=+0.96\times10^{-6}\ \text{eV}.
\end{aligned}
\]

Diagonalizing \(H_0+H_{so}\) in all 66 states gives \(-1.63\times10^{-6}\) and \(+0.97\times10^{-6}\) eV, a splitting of \(2.60\times10^{-6}\) eV with \(\Omega=0\) below. A real triplet also has a spin-spin splitting, which would have to be added before any comparison with measurement.

This example also shows the reach of the rules. Each term \(A_{j,q}s_{j,-q}\) commutes with \(L_z+S_z\), so \(\Omega\) remains a good label however strong the coupling is, and so does g/u for equal charges. Taken one by one, the other rules govern a single action of \(H_{so}\). Two successive actions can join one \(^1\)Sigma\(^+\) state to another through a Pi state. One combination does survive at any strength. Reflecting the positions and rotating the spins by \(\pi\) about \(y\) together leaves \(H_{so}\) unchanged, so for \(\Lambda=\Sigma=0\) the product \(\varepsilon(-1)^S\) is conserved. A \(^1\)Sigma\(^+\) state therefore never mixes with the \(\Sigma=0\) component of a \(^3\)Sigma\(^+\) state. Once spin-orbit coupling is comparable with the gaps between terms, \(\Lambda\), \(S\) and \(\Sigma\) no longer describe the eigenstates, although the rules still give the zeros of the matrix in the original basis. The numerical output lists the terms and the elements for each rule.

## Numbers as computed

```
charge of each centre: 3.0 e; distance: 1.60 angstrom
Gaussian p exponent: 1.80 angstrom^-2
<1/r^3> of one p function: 5.1383 angstrom^-3
antisymmetric two-electron states: 66
terms: 24; energies above the lowest, eV:
  1Sigma_g+    0.000 | 3Pi_u        3.917 | 1Pi_u        5.358
  3Pi_g        9.623 | 1Pi_g        9.880 | 3Sigma_g-   10.194
  1Delta_g    10.793 | 1Sigma_g+   11.359 | 3Sigma_u+   11.554
  1Sigma_u-   13.704 | 3Delta_u    13.826 | 3Sigma_u+   13.954
  1Sigma_u+   19.379 | 3Sigma_u-   20.275 | 3Pi_g       22.049
  1Delta_u    22.455 | 1Pi_g       23.700 | 3Sigma_g-   23.870
  1Sigma_u+   25.002 | 1Delta_g    25.629 | 1Sigma_g+   27.302
  3Pi_u       27.808 | 1Pi_u       29.377 | 1Sigma_g+   35.165
distinct pairs: 2145; allowed by all rules: 154
allowed pairs with nonzero element: 154
largest spin-orbit element: 1.8365e-03 eV
largest forbidden element: 3.4e-18 eV
pairs breaking one rule only: count, largest element in eV for
equal charges / charges 3 and 2 / extra off-axis charge 1
  Omega equal           328  3.0e-19 / 2.6e-19 / 2.8e-05
  Lambda step <= 1       14  0.0e+00 / 0.0e+00 / 0.0e+00
  g/u equal             164  3.4e-18 / 2.4e-04 / 8.2e-06
  Sigma+ with Sigma-      9  1.2e-19 / 9.2e-20 / 1.2e-19
  S changes if Sigma=0   14  7.1e-21 / 9.6e-21 / 7.9e-21
off-axis charge at x = 1.0, z = 0.3 angstrom
largest allowed elements by type, eV:
  Sigma+ with Sigma-: 1.8365e-03
  Sigma+ with Pi: 1.2702e-03
  Sigma- with Pi: 7.3813e-04
  Pi with Delta: 1.0492e-03
pi_u^2 one-electron constant a: 1.66725e-03 eV
pi_u^2 coupling 3Sigma- to 1Sigma+ : 1.66725e-03 eV
lowest 3Pi_u, first-order shifts for Omega = 2, 1, 0, eV:
  6.5376e-04, 0, -6.5376e-04
lowest 3Sigma_g-, Sigma=0 component, coupling to 1Sigma_g+ states:
  energy gap  -10.194 eV, |element| 1.6316e-04 eV
  energy gap    1.165 eV, |element| 1.6931e-03 eV
  energy gap   17.108 eV, |element| 1.7312e-04 eV
  energy gap   24.970 eV, |element| 4.7891e-05 eV
Omega=0: second order from Sigma -2.4604e-06, from Pi 8.2791e-07 eV
Omega=0: shift by full diagonalization -1.6321e-06 eV
Omega=1: second order from Sigma -7.4008e-38, from Pi 9.6331e-07 eV
Omega=1: shift by full diagonalization 9.6557e-07 eV
splitting E(Omega=1) - E(Omega=0): 2.5977e-06 eV
```
